**Transmission eigenvalues of a chaotic cavity: numerical tests**

The program tests the joint density $P\propto\prod_{i<j}|T_i-T_j|^\beta\prod_iT_i^{\beta(|N_1-N_2|+1)/2-1}$. Here $T_i$ are transmission eigenvalues, $N_1,N_2$ are channel numbers, and $\beta=1,2,4$ is the symmetry index. It asserts that numerical volume factors of the map to $S$ agree with this density in 15 cases; the largest logarithmic error printed is $9.0\times10^{-10}$. It also asserts agreement with sampled circular ensembles for the two-eigenvalue distributions, their moments and the mean conductance of a larger cavity. Direct quadrature confirms the normalization, mean and variance for three and two channels. An independent Gaussian-Hamiltonian model is required to reproduce the zero-temperature mean and variance for $\beta=1,2$ within five standard errors. For the GaAs example, the output gives mean conductances of 77.48 and 92.98 µS for $\beta=1,2$, and thermal variance factors of 0.86 and 0.88 at 50 mK. The remaining lines are estimates of neglected effects, not tests of the density.

## Numerical verification

```python
"""Transmission eigenvalues T_i of a chaotic cavity with N1 and N2 channels.
Result under test, for the circular ensembles beta = 1, 2, 4:
  P(T) = C prod_{i<j}|T_i-T_j|^beta prod_i T_i^(beta*(m+1)/2 - 1),
with m = |N1-N2| and min(N1,N2) eigenvalues. For beta=4 channels are Kramers
pairs and each doubly degenerate T is counted once. Conductance is in 2e^2/h.
"""
import numpy as np
from scipy import constants as const
from scipy.special import beta as beta_function
from scipy.stats import beta as beta_law

rng = np.random.default_rng(20417)


def symplectic_unit(size):
    return np.kron(np.eye(size), np.array([[0.0, 1.0], [-1.0, 0.0]]))


def haar_unitary(count, size):
    g = rng.normal(size=(count, size, size)) + 1j * rng.normal(size=(count, size, size))
    left, _, right = np.linalg.svd(g)
    return left @ right


def sample_transmissions(beta, n1, n2, count):
    """Draw S from its circular ensemble; return T in descending order."""
    d = 2 if beta == 4 else 1
    u = haar_unitary(count, d * (n1 + n2))
    if beta == 1:
        s = u @ u.transpose(0, 2, 1)
    elif beta == 2:
        s = u
    else:
        z = symplectic_unit(n1 + n2)
        s = u @ z @ u.transpose(0, 2, 1) @ z.T
    values = np.linalg.svd(s[:, d * n1:, :d * n1], compute_uv=False) ** 2
    if beta == 4:
        assert np.max(np.abs(values[:, ::2] - values[:, 1::2])) < 1e-9
        values = values[:, ::2]
    return values


def canonical_matrix(t, n1, n2, d):
    s = np.eye(n1 + n2)
    for i, value in enumerate(t):
        j = n1 + i
        c, q = np.sqrt(1 - value), np.sqrt(value)
        s[i, i], s[i, j], s[j, i], s[j, j] = -c, q, q, c
    return np.kron(s, np.eye(d))


def hermitian_basis(start, stop, size):
    for i in range(start, stop):
        h = np.zeros((size, size), complex)
        h[i, i] = 1
        yield h
        for j in range(i + 1, stop):
            for phase in (1, 1j):
                h = np.zeros((size, size), complex)
                h[i, j] = phase / np.sqrt(2)
                h[j, i] = np.conj(phase) / np.sqrt(2)
                yield h


def log_volume(beta, n1, n2, t):
    """Log volume factor of the map (lead rotations, T) -> S."""
    d = 2 if beta == 4 else 1
    size = d * (n1 + n2)
    s = canonical_matrix(t, n1, n2, d)
    z = symplectic_unit(n1 + n2) if beta == 4 else None
    tangents = []
    for first, last in ((0, d * n1), (d * n1, size)):
        for h in hermitian_basis(first, last, size):
            if beta == 1:
                tangents.append(1j * (h @ s + s @ h.T))
            elif beta == 2:
                tangents.extend([1j * h @ s, 1j * s @ h])
            else:
                tangents.append(1j * (h @ s + s @ (z @ h.T @ z.T)))
    step = 1e-5
    for i in range(len(t)):
        shift = np.zeros(len(t))
        shift[i] = step
        tangents.append((canonical_matrix(t + shift, n1, n2, d)
                         - canonical_matrix(t - shift, n1, n2, d)) / (2 * step))
    flat = np.array([np.concatenate([a.real.ravel(), a.imag.ravel()])
                     for a in tangents])
    singular = np.linalg.svd(flat, compute_uv=False)
    total = n1 + n2
    rank = total + beta * total * (total - 1) // 2
    assert singular[rank - 1] > 1e-4
    if len(singular) > rank:
        assert singular[rank] < 1e-10
    return np.sum(np.log(singular[:rank]))


def log_density(beta, n1, n2, t):
    value = (beta * (abs(n1 - n2) + 1) / 2 - 1) * np.sum(np.log(t))
    for i in range(len(t)):
        for j in range(i):
            value += beta * np.log(abs(t[i] - t[j]))
    return value


def mean_formula(beta, n1, n2):
    return n1 * n2 / (n1 + n2 - 1 + 2 / beta)


def pair_statistics(beta, n1, n2):
    """Normalization, mean and variance when two eigenvalues exist."""
    p, q = beta * (abs(n1 - n2) + 1) / 2, beta + 1
    k = beta * max(n1, n2)
    norm = k / (2 * beta_function(p, q))
    x1 = p / (p + q)
    x2 = x1 * (p + 1) / (p + q + 1)
    mean = k / (k + 1) * (1 + x1)
    second = k / (k + 2) * (1 + 2 * x1 + x2)
    return norm, mean, second - mean ** 2


def pair_quadrature(beta, n1, n2):
    """The same three numbers by direct integration of the joint density."""
    node, weight = np.polynomial.legendre.leggauss(50)
    node, weight = (node + 1) / 2, weight / 2
    u, v = np.meshgrid(node, node, indexing="ij")
    high, low = v ** 2, v ** 2 * u ** 2
    measure = np.outer(weight, weight) * (2 * v) * (2 * u * v ** 2)
    power = beta * (abs(n1 - n2) + 1) / 2 - 1
    f = measure * (high - low) ** beta * (high * low) ** power
    total = f.sum()
    mean = np.sum(f * (high + low)) / total
    return 1 / (2 * total), mean, np.sum(f * (high + low - mean) ** 2) / total


def cdf_distance(sample, law):
    c = law.cdf(np.sort(sample))
    k = np.arange(len(c))
    return max(np.max((k + 1) / len(c) - c), np.max(c - k / len(c)))


def moment_check(sample, mean, variance):
    """Sample mean and variance must agree within five standard errors."""
    count = len(sample)
    centred = (sample - sample.mean()) ** 2
    assert abs(sample.mean() - mean) < 5 * sample.std() / np.sqrt(count)
    assert abs(centred.mean() - variance) < 5 * centred.std() / np.sqrt(count)


def hamiltonian_conductance(beta, n1, n2, energies, levels=50, count=2500):
    """Conductance of a Gaussian random Hamiltonian with ideal contacts.
    Energies are in mean level spacings from the band centre."""
    g = rng.normal(size=(count, levels, levels))
    if beta == 2:
        g = (g + 1j * rng.normal(size=g.shape)) / np.sqrt(2)
    h = (g + g.conj().transpose(0, 2, 1)) / np.sqrt(2 * levels)
    level, state = np.linalg.eigh(h)
    channels = n1 + n2
    amp = state[:, :channels, :]
    amp_dagger = amp.conj().transpose(0, 2, 1)
    one = np.eye(channels)
    result = []
    for energy in energies:
        gap = energy * np.pi / levels - level
        k = (amp / gap[:, None, :]) @ amp_dagger
        s = np.linalg.solve(one + 1j * k, one - 1j * k)
        result.append(np.sum(np.abs(s[:, n1:, :n1]) ** 2, axis=(1, 2)))
    return np.array(result)


# Jacobian: ratio of volume factors at two sets of T against the density ratio
worst = 0.0
for beta in (1, 2, 4):
    for n1, n2 in ((2, 2), (3, 2), (2, 3), (4, 1), (3, 3)):
        n = min(n1, n2)
        ta = np.array([0.23, 0.71, 0.48])[:n]
        tb = np.array([0.84, 0.37, 0.12])[:n]
        numeric = log_volume(beta, n1, n2, ta) - log_volume(beta, n1, n2, tb)
        formula = log_density(beta, n1, n2, ta) - log_density(beta, n1, n2, tb)
        worst = max(worst, abs(numeric - formula))
        if (n1, n2) == (3, 2):
            print(f"beta={beta}, N1=3, N2=2: log volume ratio {numeric:.6f}, "
                  f"from density {formula:.6f}")
assert worst < 1e-6
print(f"largest Jacobian log error, 15 cases: {worst:.1e}")

# GaAs dot: rough typical inputs
mass = 0.067 * const.m_e
area, density = 0.25e-12, 2e15
width1, width2 = 100e-9, 70e-9
temperature, field = 0.050, 0.050
coherence_time, spin_orbit_length = 1e-9, 5e-6
permittivity, g_factor, contact_length = 13.0, 0.44, 100e-9
k_fermi = np.sqrt(2 * np.pi * density)
N1, N2 = int(k_fermi * width1 / np.pi), int(k_fermi * width2 / np.pi)
assert (N1, N2) == (3, 2)
quantum = 2 * const.e ** 2 / const.h * 1e6
print(f"dot area {area*1e12:.2f} um^2, density {density*1e-4:.1e} cm^-2, "
      f"mass {mass/const.m_e:.3f} m_e")
print(f"contact widths {width1*1e9:.0f} and {width2*1e9:.0f} nm; "
      f"k_F W/pi = {k_fermi*width1/np.pi:.2f} and {k_fermi*width2/np.pi:.2f}")
print(f"open channels N1={N1}, N2={N2}; 2e^2/h = {quantum:.3f} uS")

# Circular ensembles against the joint law of two eigenvalues
count = 20000
limit = 2.2 / np.sqrt(count)
for beta in (1, 2, 4):
    norm, mean, variance = pair_statistics(beta, N1, N2)
    assert np.allclose((norm, mean, variance), pair_quadrature(beta, N1, N2),
                       rtol=1e-9)
    assert abs(mean - mean_formula(beta, N1, N2)) < 1e-12
    t = sample_transmissions(beta, N1, N2, count)
    y, x = t[:, 0], t[:, 1] / t[:, 0]
    m = abs(N1 - N2)
    dx = cdf_distance(x, beta_law(beta * (m + 1) / 2, beta + 1))
    dy = cdf_distance(y, beta_law(beta * max(N1, N2), 1))
    wrong = cdf_distance(x, beta_law(beta / 2, beta + 1))
    assert max(dx, dy) < limit and wrong > 5 * limit
    assert abs(np.corrcoef(x, y)[0, 1]) < 5 / np.sqrt(count)
    moment_check(t.sum(axis=1), mean, variance)
    print(f"beta={beta}: exponent of T {beta*(m+1)/2-1:.1f}, C = {norm:.4f}")
    print(f"  mean G {mean:.4f}, variance {variance:.5f}, "
          f"std {np.sqrt(variance):.4f} (2e^2/h units)")
    print(f"  mean G {mean*quantum:.2f} uS, std {np.sqrt(variance)*quantum:.2f} uS")
    print(f"  sampled mean {t.sum(axis=1).mean():.4f}, "
          f"variance {t.sum(axis=1).var():.5f}")
    print(f"  CDF distance x {dx:.4f}, y {dy:.4f}; x with m set to 0: {wrong:.3f}")
    larger = sample_transmissions(beta, 5, 3, 5000).sum(axis=1)
    target = mean_formula(beta, 5, 3)
    assert abs(larger.mean() - target) < 5 * larger.std() / np.sqrt(len(larger))
    print(f"  N1=5, N2=3: mean G formula {target:.4f}, sampled {larger.mean():.4f}")
print(f"samples {count}, CDF distance limit {limit:.4f}")

# Energies and times of the dot
spacing = 2 * np.pi * const.hbar ** 2 / (mass * area)
thermal = const.k * temperature
dwell = const.h / ((N1 + N2) * spacing)
speed = const.hbar * k_fermi / mass
length = np.sqrt(area)
crossing = length / speed
classical_dwell = np.pi * area / (speed * (width1 + width2))
micro_ev = const.e * 1e-6
print(f"temperature {temperature*1e3:.0f} mK, kT {thermal/micro_ev:.2f} ueV, "
      f"level spacing {spacing/micro_ev:.2f} ueV")
print(f"escape width hbar/dwell {const.hbar/dwell/micro_ev:.2f} ueV")
print(f"dwell time {dwell*1e12:.1f} ps, classical estimate "
      f"{classical_dwell*1e12:.1f} ps")
print(f"crossing time {crossing*1e12:.2f} ps, crossing/dwell {crossing/dwell:.3f}")

# Independent Hamiltonian model; occupation p is uniform under -df/dE
node, weight = np.polynomial.legendre.leggauss(12)
p, weight = (node + 1) / 2, weight / 2
energies = np.concatenate([[0.0], thermal / spacing * np.log(p / (1 - p))])
for beta in (1, 2):
    g = hamiltonian_conductance(beta, N1, N2, energies)
    cold, warm = g[0], weight @ g[1:]
    _, mean, variance = pair_statistics(beta, N1, N2)
    moment_check(cold, mean, variance)
    ratio = warm.var() / cold.var()
    parts = [b.var() / a.var() for a, b in
             zip(np.split(cold, 10), np.split(warm, 10))]
    error = np.std(parts, ddof=1) / np.sqrt(10)
    assert ratio < 1
    print(f"Hamiltonian beta={beta}: mean G {cold.mean():.3f}, "
          f"variance {cold.var():.4f} at T=0")
    print(f"  thermal variance factor {ratio:.2f} +- {error:.2f}, "
          f"warm std {np.sqrt(ratio*variance)*quantum:.1f} uS")

# Sizes of other neglected effects
radius = np.sqrt(area / np.pi)
charging = const.e ** 2 / (8 * permittivity * const.epsilon_0 * radius)
cyclotron = const.hbar * k_fermi / (const.e * field)
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field
leaks = []
for width, channels in ((width1, N1), (width2, N2)):
    decay = np.sqrt(((channels + 1) * np.pi / width) ** 2 - k_fermi ** 2)
    leaks.append(np.exp(-2 * decay * contact_length))
print(f"rough coherence time {coherence_time*1e9:.1f} ns, "
      f"dwell/coherence {dwell/coherence_time:.3f}")
print(f"relative permittivity {permittivity:.0f}, isolated-disc e^2/C "
      f"{charging/micro_ev:.0f} ueV")
print(f"rough spin-orbit length {spin_orbit_length*1e6:.0f} um, upper spin-mixing "
      f"estimate {(length/spin_orbit_length)**2*dwell/crossing:.2f}")
print(f"field {field*1e3:.0f} mT, flux/(h/e) {field*area*const.e/const.h:.2f}, "
      f"cyclotron radius {cyclotron*1e6:.2f} um")
print(f"dot side {length*1e6:.2f} um, g factor {g_factor:.2f}, "
      f"Zeeman splitting {zeeman/micro_ev:.2f} ueV")
print(f"contact length {contact_length*1e9:.0f} nm, closed-mode leakage "
      f"{leaks[0]:.1e} and {leaks[1]:.1e}")
print("verified")
```

Running it gives:

```
beta=1, N1=3, N2=2: log volume ratio 0.021053, from density 0.021053
beta=2, N1=3, N2=2: log volume ratio -0.601454, from density -0.601454
beta=4, N1=3, N2=2: log volume ratio -1.846468, from density -1.846468
largest Jacobian log error, 15 cases: 9.0e-10
dot area 0.25 um^2, density 2.0e+11 cm^-2, mass 0.067 m_e
contact widths 100 and 70 nm; k_F W/pi = 3.57 and 2.50
open channels N1=3, N2=2; 2e^2/h = 77.481 uS
beta=1: exponent of T 0.0, C = 3.0000
  mean G 1.0000, variance 0.10000, std 0.3162 (2e^2/h units)
  mean G 77.48 uS, std 24.50 uS
  sampled mean 1.0014, variance 0.09999
  CDF distance x 0.0052, y 0.0066; x with m set to 0: 0.277
  N1=5, N2=3: mean G formula 1.6667, sampled 1.6706
beta=2: exponent of T 1.0, C = 36.0000
  mean G 1.2000, variance 0.06000, std 0.2449 (2e^2/h units)
  mean G 92.98 uS, std 18.98 uS
  sampled mean 1.1978, variance 0.05842
  CDF distance x 0.0078, y 0.0100; x with m set to 0: 0.318
  N1=5, N2=3: mean G formula 1.8750, sampled 1.8745
beta=4: exponent of T 3.0, C = 1680.0000
  mean G 1.3333, variance 0.03175, std 0.1782 (2e^2/h units)
  mean G 103.31 uS, std 13.81 uS
  sampled mean 1.3332, variance 0.03179
  CDF distance x 0.0053, y 0.0060; x with m set to 0: 0.390
  N1=5, N2=3: mean G formula 2.0000, sampled 1.9999
samples 20000, CDF distance limit 0.0156
temperature 50 mK, kT 4.31 ueV, level spacing 28.58 ueV
escape width hbar/dwell 22.75 ueV
dwell time 28.9 ps, classical estimate 23.9 ps
crossing time 2.58 ps, crossing/dwell 0.089
Hamiltonian beta=1: mean G 0.996, variance 0.0986 at T=0
  thermal variance factor 0.86 +- 0.01, warm std 22.7 uS
Hamiltonian beta=2: mean G 1.206, variance 0.0619 at T=0
  thermal variance factor 0.88 +- 0.00, warm std 17.8 uS
rough coherence time 1.0 ns, dwell/coherence 0.029
relative permittivity 13, isolated-disc e^2/C 617 ueV
rough spin-orbit length 5 um, upper spin-mixing estimate 0.11
field 50 mT, flux/(h/e) 3.02, cyclotron radius 1.48 um
dot side 0.50 um, g factor 0.44, Zeeman splitting 1.27 ueV
contact length 100 nm, closed-mode leakage 1.2e-05 and 3.3e-07
verified
```
